# Late-time thickness offset from fast initial growth of a thin oxide

## What dimensions and a shift of origin already fix

Consider a model in which an oxide of thickness $x$ grows on silicon at a rate that falls towards a constant value as the film thickens. Diffusion through the oxide, which slows the growth of thicker films further, is left out until a later section. The rate law is

$$\frac{dx}{dt}=k+C\,e^{-x/L},\qquad x(0)=0. \tag{1}$$

Here $k>0$ is the linear growth rate, $C\ge 0$ is the extra rate at zero thickness, and $L>0$ is the length over which it dies away. All three are constant in time. Let $\Delta$ be the late-time limit of $x-kt$, the thickness gained over an oxide that grows at rate $k$ alone.

The limit exists. Since $dx/dt\ge k$, we have $x\ge kt$, so the extra growth obeys

$$x-kt=\int_0^t C e^{-x(t')/L}\,dt'\le\int_0^\infty Ce^{-kt'/L}\,dt'=\frac{LC}{k}. \tag{2}$$

The left side increases with time and is bounded, so it converges.

The offset is a length. Of the three parameters, $L$ is a length and $k$ and $C$ are speeds, so the unit of time can cancel only in the ratio $c=C/k$. Therefore

$$\Delta=L\,f(c),\qquad f(0)=0 .$$

A symmetry determines $f$. If thickness is measured from a new origin $a$, so that $x=a+y$, then $y$ obeys the same law with $C$ replaced by $Ce^{-a/L}$. Now stop the growth at time $t_1$, when the thickness is $x_1$, and treat the rest as a fresh start. The final offset cannot depend on where the history was divided, so

$$L f(c)=x_1+L f\!\left(c\,e^{-x_1/L}\right)-kt_1 .$$

Suppose that $f$ is differentiable, and differentiate with respect to $t_1$ at $t_1=0$. There $x_1=0$ and $dx_1/dt_1=k+C=k(1+c)$, which gives

$$0=k(1+c)\,[1-c f'(c)]-k .$$

Dividing by $k(1+c)$ gives $cf'=1-1/(1+c)=c/(1+c)$, so $f'=1/(1+c)$. With $f(0)=0$ this integrates to $f=\ln(1+c)$. The proof below does not need the assumption of differentiability, and it also shows how the limit is reached.

## The theorem

**Theorem.** Let $x(t)$ obey (1) with $k>0$, $C\ge0$, $L>0$. Then for all $t\ge0$

$$x(t)=kt+\Delta+L\ln[1-s(t)], \tag{3}$$

$$\Delta=L\ln\!\left(1+\frac Ck\right),\qquad s(t)=\frac{C}{C+k}\,e^{-kt/L}. \tag{4}$$

For $C>0$, the difference $x-kt$ rises strictly from zero and tends to $\Delta$ from below.

**Lemma 1.** The variable $u=e^{x/L}$ obeys a linear equation.

*Proof.* By the chain rule,

$$\frac{du}{dt}=\frac{u}{L}\frac{dx}{dt}=\frac uL\left(k+\frac Cu\right)=\frac{ku+C}{L},\qquad u(0)=1,$$

because $e^{-x/L}=1/u$. $\square$

*Proof of the theorem.* The constant $-C/k$ makes the right side of the linear equation vanish. Put $w=u+C/k$. Then $ku+C=kw$, so $dw/dt=kw/L$, with $w(0)=1+C/k$. Hence $w=(1+C/k)e^{kt/L}$ and

$$u=\left(1+\frac Ck\right)e^{kt/L}-\frac Ck .$$

Take the growing term out as a factor:

$$u=\left(1+\frac Ck\right)e^{kt/L}\left[1-\frac{C/k}{1+C/k}\,e^{-kt/L}\right].$$

The fraction in the bracket equals $C/(C+k)$, so the bracket is $1-s$. Since $0\le s<1$, its logarithm is finite. Taking $x=L\ln u$ turns the three factors into the three terms of (3).

At $t=0$, $1-s=k/(C+k)$, so the last term is $-\Delta$ and $x(0)=0$, as required. For $C>0$, $s$ falls steadily to zero, so $L\ln(1-s)$ rises steadily to zero. $\square$

**Remark on the word "late".** The gap between $x-kt$ and its limit is

$$\Delta-(x-kt)=-L\ln(1-s)=L\left(s+\tfrac12s^2+\dots\right). \tag{5}$$

It finally decays as $Ls$, with time constant $L/k$. Late therefore means $kt\gg L$. To find when the gap has shrunk to a chosen $\varepsilon<\Delta$, set $-L\ln(1-s)=\varepsilon$, so that $s=1-e^{-\varepsilon/L}$, and solve (4) for the time:

$$t_\varepsilon=\frac Lk\,\ln\!\left[\frac{C/(C+k)}{1-e^{-\varepsilon/L}}\right]. \tag{6}$$

## A second proof, with thickness as the clock

**Lemma 2.** Let $dx/dt=k+g(x)$ with $x(0)=0$, where $g\ge0$ is smooth and has a finite integral over $0<x<\infty$. Then

$$\lim_{t\to\infty}(x-kt)=\int_0^\infty\frac{g(x)}{k+g(x)}\,dx . \tag{7}$$

*Proof.* The rate is never below $k$, so $x$ increases without bound and can replace $t$ as the independent variable. Then

$$\frac{d(x-kt)}{dx}=1-\frac{k}{k+g}=\frac{g}{k+g}.$$

Integrate from zero. The integral converges because the integrand does not exceed $g/k$. $\square$

Each layer of oxide thus contributes to the offset the fraction of its growth rate that came from the fast process. That fraction cannot exceed one, however large $C$ is.

For $g=Ce^{-x/L}$, substitute $v=Ce^{-x/L}$, so that $dx=-L\,dv/v$. The limits $x=0,\infty$ become $v=C,0$, and

$$\int_0^\infty\frac{g}{k+g}\,dx=L\int_0^C\frac{dv}{k+v}=L\ln\frac{k+C}{k},$$

which is $\Delta$ again.

## Limits and a change of starting point

**Weak excess, $C\ll k$.** Expanding the logarithm gives $\Delta\approx LC/k$. This equals the bound (2), which comes from putting $x=kt$ in the exponent. For any $C>0$ the bound is too large, since $\ln(1+c)<c$. The oxide is thicker than $kt$, and this added thickness itself cuts off the fast growth sooner.

**Strong excess, $C\gg k$.** Write $\Delta=L\ln(C/k)+L\ln(1+k/C)$. The second term is small, so doubling $C$ adds about $L\ln2$ to the offset. The film leaves the fast regime when $Ce^{-x/L}$ has fallen to about $k$, and this happens at $x\approx L\ln(C/k)$.

**No linear growth, $k\to0$.** At fixed $t$, the solution for $u$ can be written $u=e^{kt/L}+(C/k)(e^{kt/L}-1)$, which tends to $1+Ct/L$. Thus

$$x=L\ln\!\left(1+\frac{Ct}{L}\right).$$

Growth is logarithmic and has no finite offset. Consistently, both $\Delta$ and the waiting time $L/k$ diverge as $k\to0$.

**Corollary (initial oxide).** If $x(0)=x_i\ge0$, then $x-kt$ tends to

$$\Delta_i=x_i+L\ln\!\left(1+\frac Ck e^{-x_i/L}\right). \tag{8}$$

*Proof.* Set $x=x_i+y$. Then $y(0)=0$, and $y$ obeys (1) with $C$ replaced by $Ce^{-x_i/L}$. Apply the theorem to $y$ and add $x_i$. $\square$

Differentiation gives

$$\frac{d\Delta_i}{dx_i}=1-\frac{(C/k)e^{-x_i/L}}{1+(C/k)e^{-x_i/L}}=\frac{1}{1+(C/k)e^{-x_i/L}} .$$

For $C>0$ this lies between zero and one. An initial oxide raises the final thickness, but by less than its own thickness, because it removes part of the fast stage.

## When diffusion through the oxide matters

The theorem assumes a constant $k$. In a thick film the oxidant must diffuse to the silicon, and the linear-parabolic (Deal–Grove) law replaces $k$ by

$$r(x)=\frac{B}{A+2x},\qquad k=\frac BA ,$$

where $B$ is the parabolic rate constant. The rate $r$ stays close to $k$ while $x\ll A/2$, but the thickness lost to diffusion accumulates. Without the fast term, integrating $dx/dt=r$ gives $kt-x=x^2/A$. For $x-kt$ to show a plateau near $\Delta$, this loss must be small compared with $\Delta$ itself. With the fast term present, $x^2/A$ is an upper bound on the amount by which diffusion lowers $x-kt$ at a given thickness, because $(k-r)/[(r+g)(k+g)]\le(k-r)/(rk)$, where $g=Ce^{-x/L}$. A plateau is therefore assured in the window $L\ll kt$, $x\ll\sqrt{A\Delta}$. For moderate $C/k$, where $\Delta$ is not much larger than $L$, this window exists when $L\ll\sqrt{A\Delta}$.

**Proposition.** Let $dx/dt=r(x)+g(x)$ with $g=Ce^{-x/L}$ and $x(0)=0$. Let $x_0(t)$ be the solution with $g=0$. At late times $x(t)-x_0(t+\tau)\to0$, where

$$\tau=\int_0^\infty\frac{g}{r(r+g)}\,dx , \tag{9}$$

while the thickness offset $x(t)-x_0(t)$ tends to zero.

*Proof.* Without the fast term, reaching thickness $x$ takes $\int_0^x dx'/r=(Ax+x^2)/B$. Setting this equal to $t$ and taking the positive root gives

$$x_0(t)=\tfrac12\left(-A+\sqrt{A^2+4Bt}\right).$$

With the fast term, the time is $\int_0^x dx'/(r+g)$. The time saved on the way to $x$ is the difference,

$$\theta(x)=\int_0^x\left(\frac1r-\frac1{r+g}\right)dx'=\int_0^x\frac{g}{r(r+g)}\,dx' .$$

The integrand is at most $g/r^2=C(A+2x')^2e^{-x'/L}/B^2$. The exponential overcomes the quadratic factor, so $\theta\to\tau<\infty$.

By the definition of $\theta$, $x(t)=x_0(t+\theta)$. The slope of $x_0$ never exceeds $k$, so $x(t)$ differs from $x_0(t+\tau)$ by at most $k(\tau-\theta)$, which tends to zero. By the mean value theorem,

$$x(t)-x_0(t)=\theta\,r(\xi),\qquad x_0(t)\le\xi\le x(t).$$

As the film thickens, $r(\xi)\to0$, and the offset vanishes. $\square$

The offset is at most $k\tau$, while $x$ grows without bound, so $r(\xi)/r(x)\to1$. The late offset is therefore approximately $r(x)\,\tau$. The lasting effect of the fast stage is a lead in time. In the constant-rate model the two descriptions are equivalent, with a time lead $\Delta/k$. That value is recovered from (9) when $A\to\infty$ at fixed $k$, because then $r\to k$ and the integral becomes (7) divided by $k$. For finite $A$, $r<k$ at every $x>0$, which makes the integrand larger, so $\tau>\Delta/k$ when $C>0$.

## Example: dry oxidation near 900 °C

Take rough typical values for lightly doped (100) silicon in dry oxygen at 1 atm: $k=0.15$ nm/min, $C=0.45$ nm/min and $L=7$ nm. Then $C/k=3$ and

$$\Delta=7\ln4\ \text{nm}=9.70\ \text{nm}\quad(97.0\ \text{Å}).$$

The time lead is $9.70/0.15=64.7$ min, and the approach time is $L/k=46.7$ min. The estimate $LC/k$ would give 21 nm, more than twice the offset.

Equation (3) gives the growth history:

| $t$ (min) | $x$ (nm) | $x-kt$ (nm) |
|---:|---:|---:|
| 10 | 4.70 | 3.20 |
| 30 | 10.69 | 6.19 |
| 60 | 17.08 | 8.08 |
| 120 | 27.29 | 9.29 |
| 240 | 45.67 | 9.67 |

At 60 min, for instance, $s=0.75\,e^{-60/46.7}=0.207$, so the last term of (3) is $7\ln(0.793)=-1.63$ nm. The sum is $9.00+9.70-1.63$, or 17.08 nm before the terms are rounded.

The late-time line $kt+\Delta$ should not be used for thin films. At 10 min it predicts 11.2 nm, whereas the rate law gives 4.7 nm.

For a gap of 0.1 nm, (6) gives

$$t_\varepsilon=46.7\,\ln\!\left[\frac{0.75}{1-e^{-0.1/7}}\right]\text{min}\approx185\ \text{min},$$

when the film is 37.4 nm thick.

**Remark on reading the offset from a slope.** Since $ds/dt=-ks/L$, differentiating (3) gives

$$\frac{dx}{dt}=k+\frac{ks}{1-s}=\frac{k}{1-s}.$$

A tangent drawn at time $t$ and extended back to zero time meets the thickness axis at

$$x-t\frac{dx}{dt}=\Delta+L\ln(1-s)-\frac{kts}{1-s}. \tag{10}$$

At 185 min this is 9.20 nm, which is 0.50 nm below $\Delta$. The gap itself supplies 0.10 nm. The other 0.40 nm comes from the slight excess of slope, multiplied by the long extrapolation time.

## The real case and the neglected effects

The exponential term is an empirical description of fast initial growth in dry oxygen, and the numbers above are rough. The same holds for $B=60$ nm²/min, which gives $A=B/k=400$ nm. The first assumption to examine is the constant $k$, which fails as the film thickens.

At 37.4 nm, $2x/A=0.187$, so diffusion lowers the linear part of the rate to $1/1.187$ of $k$, a reduction of 16%. Numerical integration of the law with diffusion gives 35.05 nm at 185 min, which is 2.33 nm less than the constant-rate model. This difference is 24% of $\Delta$. Here $\sqrt{A\Delta}\approx62$ nm is only about nine times $L$, too little for a true plateau. With diffusion included, $x-kt$ rises to a maximum of about 8.2 nm, at a thickness between 23 and 24 nm, and then falls.

Evaluating (9) by quadrature gives $\tau=70.3$ min, compared with 64.7 min for constant $k$. Relative to the linear-parabolic law without the fast term, at equal times, the offset is 8.97 nm at 185 min, 5.24 nm at 2000 min and 1.89 nm at 20,000 min. The last two times serve to show the fading. At 20,000 min the film is 915 nm thick, and $r\tau=60\times70.3/(400+2\times915)\approx1.89$ nm, in agreement with the late-time estimate.

The remaining corrections are sized with constant $k$:

- **Native oxide.** Starting from 1 nm of oxide, (8) gives 9.97 nm, an increase of 0.26 nm. The derivative at $x_i=0$ is $1/(1+3)=0.25$, which accounts for most of it.
- **A second fast term.** Growth in the first nanometre may not follow a single exponential. As an illustration, add a term of range 1 nm with amplitude 0.45 nm/min. Quadrature of (7) gives an increase of 0.18 nm. The effect is small because the term acts over a short range, where most of the rate already comes from the first exponential.
- **Furnace temperature.** Let $k$ and $C$ follow Arrhenius laws with rough activation energies $E_k=2.0$ eV and $E_C=2.35$ eV, and hold $L$ fixed. From (4), $d\Delta/d\ln(C/k)=LC/(C+k)$, so for a small error $\delta T$

$$\delta\Delta\approx\frac{LC}{C+k}\,\frac{E_C-E_k}{k_BT^2}\,\delta T ,$$

where $k_B$ is Boltzmann's constant. An increase of 10 K from 1173 K raises the offset by 0.15 nm. This figure depends on the small difference $E_C-E_k$, and published fits differ: with $E_k=1.76$ eV it becomes 0.26 nm. The same error raises $k$ by 18%, which at 185 min changes the term $kt=27.8$ nm by about 5 nm. For these values the offset is much less sensitive to temperature than the total thickness, because it depends on the rates only through their ratio, and the two activation energies are close enough for that ratio to change little.

For these parameters, the line $kt+\Delta$ overestimates the thickness given by the law with diffusion by about 1.5 to 3.3 nm for films of 20 to 40 nm. At the thin end the error comes mainly from the unfinished fast stage, and at the thick end from diffusion. The same 9.7 nm serves better as the starting thickness of the linear-parabolic law, where the error is below 0.8 nm over this range. From about 35 nm upwards, the linear-parabolic law with the time lead $\tau$ is closer still, to within 0.2 nm. For films up to about 15 nm, (3) agrees with the law with diffusion to within 0.3 nm. These errors compare the approximations with the model, not with measured oxides. They also depend on the parameter set. With $k=0.202$ nm/min, $B=49.4$ nm²/min and $C=0.482$ nm/min, which are equally plausible for these conditions, $\Delta$ is 8.5 nm, $\tau$ is 48 min, and the line overestimates a 40 nm film by 5.4 nm.

Numerical values quoted here were computed with a short program.
